# The Bloch-Floquet Transform: Unitarity and Fibres of Translation-Invariant Operators: a program that tests the result

```python
"""Bloch-Floquet (Zak) transform in one dimension, Hartree atomic units.

Result under test: (Zf)(k,x) = sum_R exp(-i k R) f(x+R) is unitary, with
k averaged over the zone and x integrated over one cell, and a bounded
operator A commuting with lattice translations acts separately at each k:
(Z A f)(k) = A(k) (Z f)(k), with norm(A) = ess sup over k of norm(A(k)).

Symbols: a lattice constant, R lattice vector, G reciprocal vector,
kappa decay constant, w(x) periodic weight,
A = w (-1/2 d^2/dx^2 + kappa^2/2)^(-1) w, whose kernel is
w(x) exp(-kappa |x-y|) w(y) / kappa.
"""
import numpy as np
from numpy.polynomial.legendre import leggauss, legvander
from scipy.integrate import solve_ivp

a, kappa, b = 2.0, 1.0, 0.5
half_line = 12.0
lattice = a * np.arange(-20, 21)
k_test = 0.6
k_grid = 2 * np.pi / a * (np.arange(64) / 64 - 0.5)


def w(x):
    return 1 + b * np.cos(2 * np.pi * x / a)


def packet(x, centre, width, momentum):
    norm = (np.pi * width**2) ** -0.25
    return norm * np.exp(-(x - centre)**2 / (2 * width**2)
                         + 1j * momentum * x)


f_centre, f_width, f_momentum = 0.3, 0.6, 0.7
g_centre, g_width, g_momentum = -0.5, 0.8, 0.0


def f(x):
    return packet(x, f_centre, f_width, f_momentum)


def g(x):
    return packet(x, g_centre, g_width, g_momentum)


def f_hat(p):
    """Integral of exp(-i p x) f(x) over the line."""
    d = p - f_momentum
    return ((np.pi * f_width**2) ** -0.25 * f_width * np.sqrt(2 * np.pi)
            * np.exp(-d**2 * f_width**2 / 2 - 1j * d * f_centre))


def zak(func, k, x):
    x = np.atleast_1d(x)
    return func(x[:, None] + lattice) @ np.exp(-1j * k * lattice)


def gauss(lo, hi, n):
    t, weight = leggauss(n)
    return lo + (hi - lo) * (t + 1) / 2, weight * (hi - lo) / 2


x_line, w_line = gauss(-half_line, half_line, 400)
x_cell, w_cell = gauss(0, a, 48)
t160, q160 = leggauss(160)


def apply_A_point(func, x):
    """(A func)(x) by quadrature on the line, split at the kink y=x."""
    split = min(max(x, -half_line), half_line)
    total = 0j
    for lo, hi in ((-half_line, split), (split, half_line)):
        y = lo + (hi - lo) * (t160 + 1) / 2
        values = np.exp(-kappa * np.abs(x - y)) * w(y) * func(y)
        total += (hi - lo) / 2 * np.sum(q160 * values)
    return w(x) * total / kappa


def A_on(func):
    return np.vectorize(lambda x: apply_A_point(func, x), otypes=[complex])


def free_fibre_kernel(k, x, y):
    """Closed lattice sum for the kernel without the weights w."""
    s = np.abs(x - y)
    right = np.exp(-(kappa + 1j * k) * a)
    left = np.exp(-(kappa - 1j * k) * a)
    value = (np.exp(-kappa * s) / (1 - right)
             + np.exp(kappa * s) * left / (1 - left)) / kappa
    return np.where(x >= y, value, np.conj(value))


def cell_integral(k, func, x):
    """Integral over the cell of the free fibre kernel times func."""
    total = 0j
    for lo, hi in ((0, x), (x, a)):
        y, q = gauss(lo, hi, 40)
        total += np.sum(q * free_fibre_kernel(k, x, y) * func(y))
    return total


def fibre_matrix(k, n_max=12):
    """A(k) in the orthonormal plane waves exp(i(k+G)x)/sqrt(a)."""
    G = 2 * np.pi / a * np.arange(-n_max, n_max + 1)
    size = len(G)
    W = np.eye(size) + b / 2 * (np.eye(size, k=1) + np.eye(size, k=-1))
    return W @ np.diag(2 / ((k + G)**2 + kappa**2)) @ W, G


# Unitarity: inner product on the line against zone and cell integral.
overlap_line = np.sum(w_line * np.conj(g(x_line)) * f(x_line))
Zf = np.array([zak(f, k, x_cell) for k in k_grid])
Zg = np.array([zak(g, k, x_cell) for k in k_grid])
overlap_zak = np.mean((np.conj(Zg) * Zf) @ w_cell)
fibre_weight = (np.abs(Zf)**2) @ w_cell
norm_line = np.sum(w_line * np.abs(f(x_line))**2)
norm_zak = np.mean(fibre_weight)
assert abs(overlap_line - overlap_zak) < 1e-10
assert abs(norm_line - norm_zak) < 1e-10

# Inversion in three different cells.
for n in (-1, 0, 1):
    recovered = np.mean(np.exp(1j * k_grid * n * a)[:, None] * Zf, axis=0)
    assert np.max(np.abs(recovered - f(x_cell + n * a))) < 1e-10

# Quasi-periodicity, translation phase, and plane-wave form.
x_points = np.array([0.25, 0.9, 1.7])
Z_points = zak(f, k_test, x_points)
assert np.allclose(zak(f, k_test, x_points + a),
                   np.exp(1j * k_test * a) * Z_points, atol=1e-11)
assert np.allclose(zak(lambda x: f(x - a), k_test, x_points),
                   np.exp(-1j * k_test * a) * Z_points, atol=1e-11)
_, G = fibre_matrix(k_test)
plane_sum = np.exp(1j * np.outer(x_points, k_test + G)) @ f_hat(
    k_test + G) / a
assert np.allclose(plane_sum, Z_points, atol=1e-10)

# A commutes with translation by a, but not by a/2.
commutator = []
for shift in (a, a / 2):
    moved_first = apply_A_point(lambda x: f(x - shift), 0.4)
    moved_last = apply_A_point(f, 0.4 - shift)
    commutator.append(abs(moved_first - moved_last))
assert commutator[0] < 1e-10 and commutator[1] > 1e-2

# Action on the line followed by Z, against action inside one fibre.
line_then_zak = zak(A_on(f), k_test, x_points)
zak_then_fibre = np.array([
    w(x) * cell_integral(k_test, lambda y: w(y) * zak(f, k_test, y), x)
    for x in x_points])
intertwining_error = np.max(np.abs(line_then_zak - zak_then_fibre))
assert intertwining_error < 1e-9

# The free resolvent fibre has quasi-periodic plane-wave eigenfunctions.
for n in (-1, 0, 2):
    p = k_test + 2 * np.pi * n / a
    for x in x_points:
        image = cell_integral(k_test, lambda y: np.exp(1j * p * y), x)
        assert abs(image - 2 / (p**2 + kappa**2) * np.exp(1j * p * x)) < 1e-10

# Expectation value: line quadrature against the sum over fibres.
expect_line = np.sum(w_line * np.conj(f(x_line)) * A_on(f)(x_line)).real
terms = []
for k in k_grid:
    matrix, G = fibre_matrix(k)
    c = f_hat(k + G) / np.sqrt(a)
    terms.append(np.vdot(c, matrix @ c).real)
expect_fibres = np.mean(terms)
assert abs(expect_line - expect_fibres) < 1e-9

# A non-periodic multiplier couples k to k-q and k+q.
q_mix = 0.37
mixed = zak(lambda x: np.cos(q_mix * x) * f(x), k_test, x_points)
coupled = 0.5 * (np.exp(1j * q_mix * x_points)
                 * zak(f, k_test - q_mix, x_points)
                 + np.exp(-1j * q_mix * x_points)
                 * zak(f, k_test + q_mix, x_points))
assert np.allclose(mixed, coupled, atol=1e-11)

# Fibre norms and their plane-wave convergence.
top = np.array([np.linalg.eigvalsh(fibre_matrix(k)[0])[-1] for k in k_grid])
norm_A = np.linalg.eigvalsh(fibre_matrix(0.0)[0])[-1]
norm_A_large = np.linalg.eigvalsh(fibre_matrix(0.0, 24)[0])[-1]
basis_shift = abs(norm_A_large - norm_A)
assert basis_shift < 1e-9
assert np.max(top) <= norm_A + 1e-10

# Compress A to N cells of the line, using Legendre functions per cell.
n_leg = 16
leg_norm = np.sqrt((2 * np.arange(n_leg) + 1) / a)


def legendre_cell(x):
    return legvander(2 * x / a - 1, n_leg - 1) * leg_norm


phi = legendre_cell(x_cell)
u = phi.T @ (w_cell * w(x_cell) * np.exp(-kappa * x_cell))
v = phi.T @ (w_cell * w(x_cell) * np.exp(kappa * x_cell))
same_cell = np.zeros((n_leg, n_leg))
for i, x in enumerate(x_cell):
    inner = np.zeros(n_leg)
    for lo, hi in ((0, x), (x, a)):
        y, q = gauss(lo, hi, 40)
        inner += legendre_cell(y).T @ (
            q * w(y) * np.exp(-kappa * np.abs(x - y)) / kappa)
    same_cell += w_cell[i] * w(x) * np.outer(phi[i], inner)
same_cell = (same_cell + same_cell.T) / 2
section_norm = {}
for N in (10, 20, 40):
    distance = np.abs(np.subtract.outer(np.arange(N), np.arange(N)))
    lower = np.tril(np.exp(-kappa * a * distance), -1)
    off = np.kron(lower, np.outer(u, v) / kappa)
    section = np.kron(np.eye(N), same_cell) + off + off.T
    section_norm[N] = np.linalg.eigvalsh(section)[-1]
gaps = {N: norm_A - value for N, value in section_norm.items()}
assert gaps[10] > gaps[20] > gaps[40] > 0
gap_ratio = gaps[20] / gaps[40]
assert 3.5 < gap_ratio < 4.1  # inverse-square approach with an end shift

# Fibre eigenvalues fix the coupling of a Schroedinger equation with a
# Bloch state at energy -kappa^2/2; test by integrating across one cell.
mu = np.linalg.eigvalsh(fibre_matrix(k_test)[0])[::-1][:2]
half_traces = []
for value in mu:
    def rhs(x, z, strength=1 / value):
        factor = kappa**2 - 2 * strength * w(x)**2
        return [z[1], factor * z[0], z[3], factor * z[2]]
    end = solve_ivp(rhs, (0, a), [1, 0, 0, 1], method="DOP853",
                    rtol=1e-11, atol=1e-12).y[:, -1]
    half_traces.append((end[0] + end[3]) / 2)
assert np.allclose(half_traces, np.cos(k_test * a), atol=1e-7)

# Operator with fibre sign(k): coefficients 2i/(pi n) for odd n only.
N_sign = 400
n = np.subtract.outer(np.arange(N_sign), np.arange(N_sign))
odd = n % 2 != 0
toeplitz = np.where(odd, 2j / (np.pi * np.where(odd, n, 1)), 0)
sign_norm = np.max(np.abs(np.linalg.eigvalsh(toeplitz)))
odd_n = np.arange(1, N_sign, 2)
absolute_sum = 2 * np.sum(2 / (np.pi * odd_n))
odd_long = np.arange(1, 100 * N_sign, 2)
absolute_sum_long = 2 * np.sum(2 / (np.pi * odd_long))
assert 0.99 < sign_norm < 1 + 1e-10
assert absolute_sum_long > absolute_sum + 2

print(f"lattice constant a = {a:.1f} bohr")
print(f"decay constant kappa = {kappa:.1f} 1/bohr")
print(f"weight modulation b = {b:.1f} (dimensionless)")
print(f"packet f: centre {f_centre} bohr, width {f_width} bohr, "
      f"momentum {f_momentum} 1/bohr")
print(f"packet g: centre {g_centre} bohr, width {g_width} bohr, "
      f"momentum {g_momentum} 1/bohr")
print(f"test wave number k = {k_test:.1f} 1/bohr")
print(f"zone edge pi/a = {np.pi / a:.6f} 1/bohr")
print(f"norm squared of f, line = {norm_line:.10f} (dimensionless)")
print(f"norm squared of f, zone and cell = {norm_zak:.10f} (dimensionless)")
print(f"<g,f>, line = {overlap_line:.8f} (dimensionless)")
print(f"<g,f>, zone and cell = {overlap_zak:.8f} (dimensionless)")
print(f"fibre norm squared of Zf at k=0 = {fibre_weight[32]:.6f} "
      "(dimensionless)")
print(f"fibre norm squared of Zf at k=-pi/a = {fibre_weight[0]:.6f} "
      "(dimensionless)")
for x, left, right in zip(x_points, line_then_zak, zak_then_fibre):
    print(f"x = {x:.2f} bohr: ZAf = {left:.7f}, "
          f"A(k)Zf = {right:.7f} bohr^(-1/2)/hartree")
print(f"largest difference of these = {intertwining_error:.1e} "
      "bohr^(-1/2)/hartree")
print(f"commutator on f at x=0.4 bohr, shift a = {commutator[0]:.1e} "
      "bohr^(-1/2)/hartree")
print(f"commutator on f at x=0.4 bohr, shift a/2 = {commutator[1]:.5f} "
      "bohr^(-1/2)/hartree")
print(f"<f,Af>, line = {expect_line:.8f} 1/hartree")
print(f"<f,Af>, fibres = {expect_fibres:.8f} 1/hartree")
print(f"norm of A(0) = {norm_A:.8f} 1/hartree")
print(f"norm of A(-pi/a) = {top[0]:.8f} 1/hartree")
print(f"norm shift, 25 to 49 plane waves = {basis_shift:.1e} 1/hartree")
for N, value in section_norm.items():
    print(f"norm on {N} cells = {value:.6f}, "
          f"gap to norm of A(0) = {gaps[N]:.6f} 1/hartree")
print(f"gap ratio, 20 to 40 cells = {gap_ratio:.4f} (dimensionless)")
print(f"Bloch-state energy -kappa^2/2 = {-kappa**2 / 2:.3f} hartree")
for i, value in enumerate(mu):
    print(f"eigenvalue {i + 1} of A(k) = {value:.8f} 1/hartree, "
          f"coupling = {1 / value:.7f} hartree")
    print(f"  half trace across cell = {half_traces[i]:.8f} (dimensionless)")
print(f"cos(k a) = {np.cos(k_test * a):.8f} (dimensionless)")
print(f"sign(k) operator: norm on {N_sign} cells = {sign_norm:.8f} "
      "(dimensionless)")
print(f"sum of |coefficients|, |n| < {N_sign} = {absolute_sum:.4f} "
      "(dimensionless)")
print(f"sum of |coefficients|, |n| < {100 * N_sign} = "
      f"{absolute_sum_long:.4f} (dimensionless)")
print("checks complete")
```

Printed output:

```
lattice constant a = 2.0 bohr
decay constant kappa = 1.0 1/bohr
weight modulation b = 0.5 (dimensionless)
packet f: centre 0.3 bohr, width 0.6 bohr, momentum 0.7 1/bohr
packet g: centre -0.5 bohr, width 0.8 bohr, momentum 0.0 1/bohr
test wave number k = 0.6 1/bohr
zone edge pi/a = 1.570796 1/bohr
norm squared of f, line = 1.0000000000 (dimensionless)
norm squared of f, zone and cell = 1.0000000000 (dimensionless)
<g,f>, line = 0.67240511+0.00564834j (dimensionless)
<g,f>, zone and cell = 0.67240511+0.00564834j (dimensionless)
fibre norm squared of Zf at k=0 = 1.021108 (dimensionless)
fibre norm squared of Zf at k=-pi/a = 0.978836 (dimensionless)
x = 0.25 bohr: ZAf = 1.6378490+0.2649695j, A(k)Zf = 1.6378490+0.2649695j bohr^(-1/2)/hartree
x = 0.90 bohr: ZAf = 0.4665148+0.2826856j, A(k)Zf = 0.4665148+0.2826856j bohr^(-1/2)/hartree
x = 1.70 bohr: ZAf = 0.7149249+1.3039884j, A(k)Zf = 0.7149249+1.3039884j bohr^(-1/2)/hartree
largest difference of these = 9.3e-14 bohr^(-1/2)/hartree
commutator on f at x=0.4 bohr, shift a = 2.2e-16 bohr^(-1/2)/hartree
commutator on f at x=0.4 bohr, shift a/2 = 0.02055 bohr^(-1/2)/hartree
<f,Af>, line = 1.32706523 1/hartree
<f,Af>, fibres = 1.32706523 1/hartree
norm of A(0) = 2.33745008 1/hartree
norm of A(-pi/a) = 0.95578055 1/hartree
norm shift, 25 to 49 plane waves = 1.3e-15 1/hartree
norm on 10 cells = 2.291683, gap to norm of A(0) = 0.045767 1/hartree
norm on 20 cells = 2.324901, gap to norm of A(0) = 0.012549 1/hartree
norm on 40 cells = 2.334170, gap to norm of A(0) = 0.003280 1/hartree
gap ratio, 20 to 40 cells = 3.8264 (dimensionless)
Bloch-state energy -kappa^2/2 = -0.500 hartree
eigenvalue 1 of A(k) = 1.75439731 1/hartree, coupling = 0.5699963 hartree
  half trace across cell = 0.36235775 (dimensionless)
eigenvalue 2 of A(k) = 0.26080675 1/hartree, coupling = 3.8342566 hartree
  half trace across cell = 0.36235775 (dimensionless)
cos(k a) = 0.36235775 (dimensionless)
sign(k) operator: norm on 400 cells = 1.00000000 (dimensionless)
sum of |coefficients|, |n| < 400 = 4.6230 (dimensionless)
sum of |coefficients|, |n| < 40000 = 7.5548 (dimensionless)
checks complete
```
